# Polarization change from oxygen displacements in a hafnia-like cell

**Data and conventions.** A ferroelectric crystal has a cell of volume $V=134$ Å$^3$ and a polar axis of length $c=5.1$ Å, perpendicular to the other two cell edges. In going from a centrosymmetric reference structure to a polar one, four oxygen ions per cell move up this axis by $u=0.54$ Å. All other ions and the cell shape stay fixed. The Born effective charge of each moving oxygen along the axis, averaged over this path, is $\bar Z=-2.5$ in units of $e>0$. Up is positive. The crystal remains insulating and the macroscopic electric field is zero unless a part says otherwise. These values lie in the rough regime of orthorhombic ferroelectric hafnia.

## Part (a): what is being calculated?

**Question.** Define the polarization change through a measurable flow of charge. Relate it to the dipole of a finite sample, and derive its expression in terms of effective charges. Does the choice of fixed ions matter?

**Model answer.** Let $j$ be the current density along the axis, averaged over a cell, while the ions move slowly. Define

$$\Delta P=\int j\,dt .$$

This is the charge per area that passes through the bulk. For a finite sample with charge density $\rho$, the dipole is $D=\int z\rho\,d^3r$. Charge conservation, $\partial\rho/\partial t=-\nabla\cdot\mathbf j$, gives

$$\frac{dD}{dt}=-\int z\,\nabla\cdot\mathbf j\,d^3r=\int j_z\,d^3r .$$

The last step is an integration by parts; its surface term vanishes because no current flows outside the sample. If the sample is enlarged by adding bulk cells, the contribution of its ends stays fixed. The change of dipole per added volume is therefore $\Delta P$. The field inside must be kept at zero, for instance by short-circuited ideal electrodes. Here $\rho$ and $\mathbf j$ belong to the crystal alone; the electrode charge and the current in the wire are not counted. With the electrode charge included, the dipole would not grow with the added volume.

The Born effective charge of ion $i$ is defined by the response to its displacement, repeated in every cell:

$$Z_i^*=\frac{V}{e}\left.\frac{\partial P}{\partial u_i}\right|_{E=0}.$$

Hence $dP=(e/V)\sum_i Z_i^*\,du_i$. Integrating along the path, with $N$ equivalent ions moving together by $u$,

$$\Delta P=\frac{e}{V}\sum_i\int_0^u Z_i^*\,du'
=\frac{Ne\bar Z u}{V},\qquad
\bar Z=\frac1u\int_0^u Z^*\,du' .$$

Here $Z^*$ is the charge of one ion on the common path. A constant effective charge is not required; the path average is.

Now add the same shift $s$ to every ion. A neutral crystal moving rigidly carries no average current, so $(e/V)s\sum_i Z_i^*=0$ and $\sum_iZ_i^*=0$. The origin of coordinates therefore drops out. Displacements of the other ions relative to one another would not drop out, and the data exclude them.

## Part (b): the number

**Question.** Calculate $\Delta P$ in µC/cm$^2$. Confirm the formula by counting charge through horizontal planes. What would the formal charge $-2$ give?

**Model answer.** The change of dipole per cell is

$$N\bar Z e u=4(-2.5)(0.54)\,e\,\text{Å}=-5.40\,e\,\text{Å}.$$

Dividing by the volume gives $-5.40/134=-0.0403\,e/\text{Å}^2$. Since $1\,e/\text{Å}^2=1602.18$ µC/cm$^2$,

$$\Delta P=-64.6\ \text{µC/cm}^2 .$$

The magnitude is about 65 µC/cm$^2$. The minus sign says that the polarization change points down when negatively charged oxygen moves up.

For the count, let each ion carry $\bar Ze$. One cell presents the area $A=V/c$ to a horizontal plane. An ion moving by $u$ crosses the plane for a fraction $u/c$ of the possible plane heights within one period. The average charge per area is

$$\frac{N\bar Ze(u/c)}{V/c}=\frac{N\bar Zeu}{V}.$$

The axis length cancels. An explicit count over finely spaced planes, with two ions starting at $c/4$ and two at $3c/4$, gives $-64.56$ µC/cm$^2$, against $-64.57$ from the formula.

With the formal charge, the result would be $-51.7$ µC/cm$^2$. The difference is one fifth of the full value, so the part of the effective charge beyond the formal value cannot be dropped here.

## Part (c): why can the charge exceed two?

**Question.** Consider a chain of period $a=4.0$ Å. Each cell has a cation with core charge $+2$, an anion with core charge zero, and two electrons of opposite spin. The anion level is $-\Delta$ and the cation level $+\Delta$, with $\Delta=3.0$ eV. Electrons hop only between anions and cations; at distance $d$ the hopping is $t(d)=t_0e^{-(d/w)^2}$, with $t_0=5.5$ eV and $w=1.6$ Å. Orbitals count as points in the dipole, and electron repulsion is omitted. Show that the chain stays insulating. Find the anion's effective charge midway between cations to leading order in $t/2\Delta$, and compare it with the numerical value $-2.659$.

**Model answer.** For $n$ cells, order the anion orbitals before the cation orbitals. With $T$ the real hopping matrix,

$$H=\begin{pmatrix}-\Delta&T\\T^{\mathsf T}&\Delta\end{pmatrix},\qquad
H^2=\begin{pmatrix}\Delta^2+TT^{\mathsf T}&0\\0&\Delta^2+T^{\mathsf T}T\end{pmatrix}.$$

The off-diagonal blocks cancel because $-\Delta T+T\Delta=0$. Thus $E^2=\Delta^2+s^2$, where $s$ is a singular value of $T$. No level enters the interval from $-\Delta$ to $+\Delta$. At $T=0$ there are $n$ levels below it, and none can cross as $T$ is turned on. The $n$ lower levels hold all $2n$ electrons, so the gap is at least $2\Delta=6$ eV for every anion position.

Move the anion right by $u$. Its neighbours are then at $d_R=a/2-u$ and $d_L=a/2+u$. To first order, the electron amplitude on a neighbour has magnitude $t/2\Delta$. The pair thus places charge $-2e(t/2\Delta)^2$ on that cation. Relative to a pair sitting entirely on the anion, the extra dipole is

$$p_{\rm extra}=-\frac{2e}{(2\Delta)^2}\left[t_R^2d_R-t_L^2d_L\right].$$

Write $t'=-\gamma t$ at $d=a/2$. Since $d_R$ falls and $d_L$ rises with $u$, both terms in the bracket have the same derivative at $u=0$:

$$\frac{d}{du}(t_R^2d_R)=\frac{d}{du}(-t_L^2d_L)
=-(2tt'd+t^2)=t^2(\gamma a-1).$$

The pair itself contributes $-2$, so

$$Z^*\simeq-2-4\left(\frac{t}{2\Delta}\right)^2(\gamma a-1).$$

For the given hopping, $\gamma=2d/w^2=a/w^2=1.56$ Å$^{-1}$ and $\gamma a=6.25$. With $t(a/2)=1.153$ eV,

$$Z^*\simeq-2-4(1.153/6)^2(5.25)=-2.78 .$$

Its magnitude is about 4% above the numerical one. The excess over two, 0.78 against 0.66, is about 18% too large; this error is of higher order in $t/2\Delta$. As the anion approaches the right cation, the right bond strengthens and the left bond weakens. Electron charge shifts right, in addition to the pair carried by the anion.

If the nearest-neighbour hopping is held at 1.153 eV, then $\gamma=0$ and the formula gives $-1.85$; the numerical value is $-1.887$. In this chain the excess over two therefore comes from the distance dependence of the hopping. If hopping is limited to nearest neighbours and is weak, the formula also gives the condition for such an excess: $\gamma a>1$. At stronger nearest-neighbour hopping a smaller value of $\gamma a$ suffices. The condition does not carry over to the Gaussian hopping of this chain: there $\gamma a=a^2/w^2\le1$ means $w\ge a$, further neighbours then contribute, and a small excess remains for $\gamma a$ below 1.

The charge varies along the path. After 0.54 Å it is $-2.372$, and its average over that distance is $-2.557$. Using the midway value for the whole move would overestimate the chain's dipole change by 4%. The chain illustrates the mechanism and is not a calculation of hafnia.

## Part (d): a full cycle and the polarization quantum

**Question.** Express the electronic dipole of the periodic chain through a Wannier centre. Show that carrying every anion through one period gives an average charge of $-2$, even though the local charge differs from it. Deduce the polarization quantum of the three-dimensional cell.

**Model answer.** Write the filled Bloch states as $\psi_k=e^{ikx}u_k$, with $u_k$ normalized over one cell and $\psi_k$ periodic in $k$ with period $2\pi/a$. The Wannier function is

$$W(x)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}u_k(x)\,dk .$$

Its translations by whole periods span the same filled states. They therefore give the same total electron density. Using $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts,

$$xW=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}\,i\partial_ku_k\,dk .$$

The boundary term vanishes because $\psi_k$ is the same at both ends. Taking the overlap with $W$, and using the orthogonality of different $k$,

$$\bar x=\langle W|x|W\rangle=\frac a{2\pi}\int_0^{2\pi/a}\langle u_k|i\partial_ku_k\rangle\,dk .$$

The inner product runs over one cell. Both spins together contribute $-2e\bar x$ to the dipole per cell; the cores contribute $+2ex_{\rm cation}$.

Replacing $u_k$ by $e^{-i\theta(k)}u_k$ changes no physical state. It adds $(a/2\pi)[\theta(2\pi/a)-\theta(0)]$ to $\bar x$. Periodicity of $\psi_k$ makes the bracket an integer times $2\pi$, so $\bar x$ is defined modulo $a$. Its continuous change along a path has no such freedom.

After every anion has moved by $a$, the bulk has returned to itself. Hence $\bar x$ has moved by an integer multiple of $a$. To find the integer, reduce all hoppings to zero. The centre then sits on the anion and moves by one period. Part (c) shows that the gap stays open during this reduction, so the movement changes continuously and the integer cannot jump. Therefore

$$\int_0^aZ^*\,du=-2a .$$

Dipoles of open chains with 20 and 40 cells give a cycle average of $-2.000000$. At seven positions along the cycle, their dipole change per added cell agrees with that from the Wannier centre to within 0.001 $e$ Å. At the cation the local charge is only $-1.479$, which compensates for the larger magnitude midway.

In three dimensions, moving one electron per cell by the lattice vector $c$ restores the bulk but changes the polarization by

$$P_q=\frac{ec}{V}=61.0\ \text{µC/cm}^2 .$$

With two spin-paired electrons, the step is 122.0 µC/cm$^2$. The end structures alone fix $\Delta P$ only modulo this step. For example, $-64.6$ and $-64.6+122.0=57.4$ µC/cm$^2$ are then indistinguishable. Choosing the value of smaller magnitude would select 57.4, which is wrong for the stated path. An intermediate structure at $u/2$ cures this: with a nearly constant charge, each half changes $P$ by about $-32$ µC/cm$^2$, well below half a step.

## Part (e): two ways to reverse the crystal

**Question.** Start with the oxygens displaced up. Find the polarization change if they return through the centre to $-u$. Then suppose instead that they continue up through the cation planes and take the places that the next identical oxygens, initially $c/2$ further up, would reach on the first path. Ignore lateral motion, and assume that the crystal stays insulating and each oxygen keeps its closed shell. Can $\bar Z=-2.5$ be used for both paths?

**Model answer.** On the short path each oxygen moves by $-2u$. By symmetry about the centre, the average charge is the same on both halves, so

$$\Delta P_{\rm short}=-\frac{2Ne\bar Zu}{V}=+129.1\ \text{µC/cm}^2 .$$

On the other path each oxygen moves by $c/2-2u=2.55-1.08=1.47$ Å. The final structures are the same after identical oxygens are relabelled. The two paths differ by a transfer of every moving oxygen through $c/2$. Under the closed-shell assumption, each carries its formal charge in this transfer, as the anion does over the cycle in part (d). Thus

$$\Delta P_{\rm cross}=\Delta P_{\rm short}+\frac{4(-2)e(c/2)}V
=129.13-4(60.98)\simeq-114.8\ \text{µC/cm}^2 .$$

The difference is four quanta $ec/V$, or two spin-paired steps. Part (d) requires a whole number of steps; the closed-shell assumption fixes it at two.

A constant charge of $-2.5$ would give $-175.8$ µC/cm$^2$ on the crossing path. Its magnitude is too large by 53%, relative to 114.8. The average charge there must instead be

$$\bar Z_{\rm cross}=\frac{-2(2.55)+2.5(1.08)}{1.47}=-1.63 .$$

The chain shows the same trend. Its average is $-2.557$ over the 1.08 Å around the midpoint and $-1.794$ over the remaining 2.92 Å. The sum $(-2.557)(1.08)+(-1.794)(2.92)=-8.00$ equals $-2a$ in Å.

The opposite signs do not conflict. A field does positive work per volume when $E\,\Delta P>0$. An upward field favours the short path from this starting state, and a downward field favours the crossing path. Which path a real crystal takes depends on energy barriers, which are not calculated here.

## Part (f): from the ideal cell to a capacitor

**Question.** Estimate the main corrections for a 10 nm film. Use rough values: relative permittivity $\varepsilon_r=30$, applied field 1 MV/cm, breakdown field 5 MV/cm, total electrode screening length $\lambda=0.01$ nm, and Curie temperature $T_c=700$ K. Consider grains with random polar axes, and warming from 300 to 358 K. Compare the result with real hafnia films.

**Model answer.** Let $P$ be the magnitude 64.6 µC/cm$^2$, and measure fields along it.

*Linear response.* A field adds $\varepsilon_0(\varepsilon_r-1)E$. At 1 MV/cm this is 2.6 µC/cm$^2$, or 4% of $P$. It disappears when the field is removed.

*Electrode charge.* Without screening charge the displacement is zero, $P+\varepsilon_0\varepsilon_rE=0$. The field would have magnitude

$$\frac{P}{\varepsilon_0\varepsilon_r}=24.3\ \text{MV/cm},$$

about five times the assumed breakdown field. A uniformly polarized film of this kind therefore needs compensating charge. The linear law is extrapolated here, so 24.3 MV/cm is not a field the film would sustain.

With short-circuited real electrodes of surface charge $\sigma$, the conditions are

$$\sigma=P+\varepsilon_0\varepsilon_rE,\qquad
Ed+\frac{\sigma\lambda}{\varepsilon_0}=0 .$$

Substituting the first into the second gives $E(d+\varepsilon_r\lambda)=-P\lambda/\varepsilon_0$, hence

$$E=-\frac{P\lambda}{\varepsilon_0(d+\varepsilon_r\lambda)}=-0.71\ \text{MV/cm}.$$

The linear response to this field lowers the polarization by 1.8 µC/cm$^2$, or 3%. For $\lambda\to0$ the field vanishes; for $d\to0$ at fixed $\lambda$ it returns to the unscreened value. At 10 nm and this $\lambda$ the loss is small, but the field itself is comparable with the applied one. The value 0.01 nm describes very good screening; a free-electron Thomas–Fermi estimate at metallic density is about 0.05 nm per electrode. A total of 0.05 nm gives $-3.2$ MV/cm and a 13% loss, and a total near 0.1 nm gives a field above the assumed breakdown value.

*Random grains.* Let polar axes be distributed uniformly, with each grain choosing the sense nearer the film normal. The average normal component contains

$$\langle\cos\theta\rangle=\frac{\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}=\frac{1/2}{1}=\frac12 .$$

The film polarization is then 32.3 µC/cm$^2$.

*Temperature.* For a size estimate, take the Landau energy $f=-(1-T/T_c)p^2/2+p^4/4$ with scaled polarization $p$. Setting $df/dp=0$ gives $p^2=1-T/T_c$ at the nonzero minimum. The ratio of polarizations is $\sqrt{(700-358)/(700-300)}=0.925$, a loss of 7.5%. This assumes a continuous transition, which is not established here for hafnia.

*The real case.* Remanent polarizations of hafnia films are very roughly 20 µC/cm$^2$, while first-principles values for the ideal polar crystal on the short path are roughly 50 µC/cm$^2$. The present 65 µC/cm$^2$ is thus on the high side even for an ideal crystal; the supplied charge and displacement set it. The half-magnitudes of the two reversals in part (e) add up to 122 µC/cm$^2$, so a short-path value near 50 would put the crossing value near 72, the larger of the two; the ordering found in part (e) follows from the supplied data. Polycrystalline films break the assumption of a single, fully aligned polar crystal. Random axes alone halve the result in this model, and nonpolar grains or unswitched regions would lower it further. The screening length is only a rough input, and the depolarizing field is nearly proportional to it while $\varepsilon_r\lambda\ll d$. The values used are collected in the numerical output.

## Table of computed values

```
ions moved per cell: 4
effective charge: -2.50 e
displacement: 0.54 angstrom
cell volume: 134.0 angstrom^3
polar axis (rough): 5.10 angstrom
cell dipole change: -5.400 e angstrom
dP in e/angstrom^2: -0.040299
1 e/angstrom^2: 1602.18 uC/cm^2
dP, centre to polar state: -64.57 uC/cm^2
dP from plane counting: -64.56 uC/cm^2
dP with formal charge -2: -51.65 uC/cm^2
quantum e*c/V: 60.98 uC/cm^2
quantum for paired spins: 121.96 uC/cm^2
reversal, short path: 129.13 uC/cm^2
reversal, crossing path: -114.78 uC/cm^2
oxygen move on crossing path: 1.47 angstrom
crossing path with constant charge: -175.76 uC/cm^2
mean charge on crossing path: -1.633 e
chain period: 4.0 angstrom
chain level offset DELTA: 3.0 eV
chain hopping at zero distance: 5.5 eV
chain hopping width: 1.6 angstrom
chain hopping at half period: 1.153 eV
chain smallest gap on path: 6.000 eV
chain anion charge, midway: -2.659 e
chain cation charge, midway: 2.659 e
chain anion charge after 0.54 angstrom: -2.372 e
chain mean charge over 0.54 angstrom: -2.557 e
chain anion charge at cation: -1.479 e
chain midway charge, fixed hopping: -1.887 e
chain mean charge, crossing path: -1.794 e
chain mean charge, full cycle: -2.000000 e
relative permittivity (rough): 30
applied field (rough): 1.0 MV/cm
dielectric response: 2.57 uC/cm^2
field without screening charge: 24.3 MV/cm
breakdown field (rough): 5.0 MV/cm
film thickness: 10.0 nm
total screening length (rough): 0.010 nm
depolarizing field: -0.708 MV/cm
polarization lost to it: 1.82 uC/cm^2
mean cosine, random grains: 0.500
random-grain polarization: 32.28 uC/cm^2
room, use, Curie temperature: 300, 358, 700 K
Landau loss from room to use: 7.5 percent
```
